# Does a stretched-out C-V curve prove a large interface-state density?: test program

```python
"""
Result under test: lateral spread of fixed oxide charge, without interface
states, makes Terman analysis of a high-frequency C-V curve report a density
  D = (Cox/q) * V0'(psi) * [C'(V0)/Cm'(V) - 1],
positive at the steepest point of the ideal curve, negative in mid-depletion.
psi: surface potential (V); v = psi/(kT/q); V0(psi): ideal gate voltage from
flat band; C(V): ideal high-frequency capacitance; Cm(V): average over patches;
u: local voltage shift of a patch; D: states per cm^2 and eV.
Capacitances are per area, in units of the oxide capacitance Cox.
p-type silicon; electrons are frozen in space during the ac signal.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
temperature = 300.0
vt = const.k * temperature / q
eps_si = 11.7 * const.epsilon_0 / 100      # F/cm
eps_ox = 3.9 * const.epsilon_0 / 100       # F/cm
acceptors, intrinsic = 1e16, 1e10          # cm^-3
oxide_cm = 20e-7
sigma_charge = 2e11                        # cm^-2
cox = eps_ox / oxide_cm                    # F/cm^2
debye = np.sqrt(eps_si * vt / (q * acceptors))
ratio_fb = eps_si / debye / cox
minority = (intrinsic / acceptors) ** 2
two_phi_f = 2 * vt * np.log(acceptors / intrinsic)


def field(v):
    """Surface field in units of vt/debye, signed like v."""
    g = np.expm1(-v) + v + minority * (np.expm1(v) - v)
    return np.sign(v) * np.sqrt(2 * np.maximum(g, 0.0))


def riccati(v, y):
    return (np.exp(-v) - y**2) / field(v)


def integrate_hf(v_nodes):
    start = 1e-3 * np.sign(v_nodes[0])
    sol = solve_ivp(riccati, (start, v_nodes[-1]), [1 - start / 3],
                    t_eval=v_nodes, method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0]


v_pos = 0.01 * np.arange(1, 3651)
v_neg = -0.01 * np.arange(1, 901)
y_pos, y_neg = integrate_hf(v_pos), integrate_hf(v_neg)
v_all = np.concatenate([v_neg[::-1], [0.0], v_pos])
y_hf = np.concatenate([y_neg[::-1], [1.0], y_pos])
f_all = field(v_all)
y_lf = np.ones_like(v_all)
nonzero = v_all != 0
y_lf[nonzero] = (-np.expm1(-v_all[nonzero])
                 + minority * np.expm1(v_all[nonzero])) / f_all[nonzero]
psi_all = vt * v_all
v0_all = psi_all + vt * ratio_fb * f_all
c_hf_all = ratio_fb * y_hf / (1 + ratio_fb * y_hf)
ideal_v = CubicSpline(psi_all, v0_all)
ideal_c = CubicSpline(psi_all, c_hf_all)

# Frozen-electron capacitance in inversion: finite-difference linear response
v_surface = 31.0
x = np.linspace(0, 18, 9001)
step = x[1] - x[0]
profile = solve_ivp(lambda s, v: -field(v), (0, 18), [v_surface], t_eval=x,
                    method="DOP853", rtol=1e-10, atol=1e-12).y[0]
holes = np.exp(-profile)
n_in = len(x) - 2
bands = np.zeros((3, n_in))
bands[0, 1:] = -1
bands[1] = 2 + step**2 * holes[1:-1]
bands[2, :-1] = -1
rhs = np.zeros(n_in)
rhs[0] = 1
delta = solve_banded((1, 1), bands, rhs)
y_fd = (1 - delta[0]) / step + step * holes[0] / 2
y_ode = np.interp(v_surface, v_all, y_hf)
assert abs(y_fd / y_ode - 1) < 1e-3

# In depletion it must equal the numerical derivative of the charge
for v_test in (-3.0, 2.0, 10.0):
    slope = (field(v_test + 1e-4) - field(v_test - 1e-4)) / 2e-4
    assert abs(np.interp(v_test, v_all, y_hf) / slope - 1) < 1e-4


def device(density):
    """Local gate voltage versus psi, and hf and lf capacitance versus V."""
    gate = v0_all + q * density * psi_all / cox
    c_semi = ratio_fb * y_lf + q * density / cox
    return (CubicSpline(psi_all, gate), CubicSpline(gate, c_hf_all),
            CubicSpline(gate, c_semi / (1 + c_semi)))


def gaussian(sigma):
    u = np.linspace(-6 * sigma, 6 * sigma, 241)
    w = np.exp(-u**2 / (2 * sigma**2))
    return u, w / w.sum()


def matched_voltage(psi, dev, patches):
    """Gate voltage at which the patch average has the ideal C(psi)."""
    u, w = patches
    target = float(ideal_c(psi))
    centre = float(dev[0](psi))
    return brentq(lambda V: w @ dev[1](V - u) - target,
                  centre - 1.0, centre + 1.0, xtol=1e-14)


def shift(psi, dev, patches):
    return matched_voltage(psi, dev, patches) - float(ideal_v(psi))


def terman(psi, dev, patches, h=5e-4):
    """Terman density by numerical differentiation of the voltage shift."""
    return cox / q * (shift(psi + h, dev, patches)
                      - shift(psi - h, dev, patches)) / (2 * h)


def slope_formula(psi, dev, patches):
    """Terman density from the slopes at equal capacitance."""
    u, w = patches
    V = matched_voltage(psi, dev, patches)
    measured_slope = w @ dev[1](V - u, 1)
    return cox / q * float(ideal_c(psi, 1) / measured_slope - ideal_v(psi, 1))


clean = device(0.0)
sigma_v = q * sigma_charge / cox
patches = gaussian(sigma_v)
psi_steep = psi_all[np.argmin(clean[1](v0_all, 1))]

# Slope formula against numerical Terman analysis
for psi in (-0.05, psi_steep, 0.2, 0.4, 0.7):
    a, b = terman(psi, clean, patches), slope_formula(psi, clean, patches)
    assert abs(a - b) < 2e-3 * abs(b) + 1e8

# Small-spread law, with its sign change
small = 3e-3
law = {}
for psi in (psi_steep, 0.3):
    V, d = float(ideal_v(psi)), 3e-3
    logs = np.log(-clean[1](np.array([V - d, V, V + d]), 1))
    curvature = (logs[0] - 2 * logs[1] + logs[2]) / d**2
    law[psi] = -cox * small**2 / (2 * q) * float(ideal_v(psi, 1)) * curvature
    assert abs(terman(psi, clean, gaussian(small)) / law[psi] - 1) < 0.03
assert law[psi_steep] > 0 > law[0.3]

# Positive at the steepest point for very different distributions
u_skew = np.linspace(0, 0.8, 161)
w_skew = np.exp(-u_skew / 0.1)
two_level = (np.array([-0.3, 0.3]), np.array([0.5, 0.5]))
for trial in (patches, two_level, (u_skew, w_skew / w_skew.sum())):
    assert terman(psi_steep, clean, trial) > 0

# The shift stays inside the range of local shifts
two_shift = [shift(p, clean, two_level) for p in np.linspace(-0.1, 0.8, 91)]
assert min(two_shift) >= -0.3 and max(two_shift) <= 0.3

# False profile of the worked example
grid = np.linspace(0.0, two_phi_f, 144)
false_steep = terman(psi_steep, clean, patches)
mid = np.linspace(0.05, 0.5, 91)
false_mid = np.array([slope_formula(p, clean, patches) for p in mid])
knee = np.linspace(0.6, 0.8, 81)
false_knee = np.array([slope_formula(p, clean, patches) for p in knee])
assert false_mid.min() < 0 < false_knee.max()
below = [shift(p, clean, patches) for p in np.linspace(-0.12, psi_steep, 60)]
above = [shift(p, clean, patches) for p in np.linspace(psi_steep, 0.4, 80)]
lobe = cox / q * (max(above) - min(below))

# Smallest uniform real density (on a coarse ladder) that hides the negative part
real = None
for candidate in np.arange(0.5e11, 2.01e12, 0.5e11):
    mixed = device(candidate)
    read = np.array([slope_formula(p, mixed, patches) for p in grid])
    if read.min() >= 0:
        real = candidate
        break
assert real is not None
mixed_steep = terman(psi_steep, mixed, patches)

# Uniform twin, built by integrating the density that Terman analysis reports
u, w = patches
accumulated = CubicSpline(grid, read).antiderivative()
v_twin = (ideal_v(grid) + shift(grid[0], mixed, patches)
          + q / cox * accumulated(grid))
c_patch = np.array([w @ mixed[1](V - u) for V in v_twin])
twin_error = np.max(np.abs(c_patch - ideal_c(grid)))
assert twin_error < 1e-4


def high_low(psi, dev):
    """Density from low- minus high-frequency capacitance of the patches."""
    V = matched_voltage(psi, dev, patches)
    lf, hf = w @ dev[2](V - u), w @ dev[1](V - u)
    return cox / q * (lf / (1 - lf) - hf / (1 - hf)), lf, hf


hl_clean = high_low(psi_steep, clean)[0]
hl_mixed, lf_patch, hf_patch = high_low(psi_steep, mixed)
hl_inversion = high_low(0.5, clean)[0]
stretch = float(ideal_v(psi_steep, 1)) + q * mixed_steep / cox
lf_twin = 1 - 1 / stretch
assert abs(hl_clean) < 0.01 * false_steep
assert abs(hl_mixed - real) < 0.5 * (mixed_steep - real)
assert lf_twin > lf_patch

print("INPUTS")
print(f"temperature: {temperature:.0f} K")
print(f"acceptor density: {acceptors:.1e} cm^-3")
print(f"intrinsic density: {intrinsic:.1e} cm^-3")
print(f"relative permittivity Si: {eps_si*100/const.epsilon_0:.1f}")
print(f"relative permittivity oxide: {eps_ox*100/const.epsilon_0:.1f}")
print(f"oxide thickness: {oxide_cm*1e7:.0f} nm")
print(f"fixed-charge standard deviation: {sigma_charge:.1e} cm^-2")
print("IDEAL CURVE")
print(f"thermal voltage: {vt*1e3:.2f} mV")
print(f"oxide capacitance: {cox*1e9:.1f} nF/cm^2")
print(f"Debye length: {debye*1e7:.1f} nm")
print(f"flat-band C/Cox: {ratio_fb/(1+ratio_fb):.3f}")
print(f"2 phi_F: {two_phi_f:.3f} V")
print(f"gate voltage at 2 phi_F: {float(ideal_v(two_phi_f)):.3f} V")
print(f"steepest point, psi: {psi_steep*1e3:.1f} mV")
print(f"C/Cox there: {float(ideal_c(psi_steep)):.3f}")
print(f"dV0/dpsi there: {float(ideal_v(psi_steep, 1)):.3f}")
print(f"frozen-electron y*LD at v=31, ODE: {y_ode:.5f}")
print(f"same by finite differences: {y_fd:.5f}")
print("PATCHES WITHOUT INTERFACE STATES")
print(f"standard deviation of local shift: {sigma_v*1e3:.1f} mV")
print(f"false D at steepest point: {false_steep:.3e} cm^-2 eV^-1")
print(f"same, slope formula: {slope_formula(psi_steep, clean, patches):.3e}")
print(f"lowest false D, mid-depletion: {false_mid.min():.3e} cm^-2 eV^-1")
print(f"  at psi: {mid[false_mid.argmin()]:.3f} V")
print(f"highest false D, psi 0.6-0.8 V: {false_knee.max():.3e} cm^-2 eV^-1")
print(f"  at psi: {knee[false_knee.argmax()]:.3f} V")
print(f"false states in flat-band lobe: {lobe:.3e} cm^-2")
for s in (0.5e11, 1e11, 2e11, 4e11):
    value = terman(psi_steep, clean, gaussian(q * s / cox))
    print(f"spread {s:.1e} cm^-2: false D {value:.3e} cm^-2 eV^-1")
print(f"small-spread law, 3 mV, steepest: {law[psi_steep]:.3e} cm^-2 eV^-1")
print(f"small-spread law, 3 mV, psi=0.3 V: {law[0.3]:.3e} cm^-2 eV^-1")
print(f"high-low D at steepest point: {hl_clean:.1e} cm^-2 eV^-1")
print(f"high-low D at psi=0.5 V (false): {hl_inversion:.2e} cm^-2 eV^-1")
print("PATCHES WITH UNIFORM REAL STATES")
print(f"real D that hides negative part: {real:.2e} cm^-2 eV^-1")
print(f"lowest Terman D, psi 0 to 2 phi_F: {read.min():.2e} cm^-2 eV^-1")
print(f"Terman D at steepest point: {mixed_steep:.3e} cm^-2 eV^-1")
print(f"high-low D at the same point: {hl_mixed:.3e} cm^-2 eV^-1")
print(f"hf C/Cox, patches and twin: {hf_patch:.4f}")
print(f"lf C/Cox, patches: {lf_patch:.4f}")
print(f"lf C/Cox, uniform twin: {lf_twin:.4f}")
print(f"largest hf mismatch of twin, C/Cox: {twin_error:.1e}")
print("no test failed")
```

Printed output:

```
INPUTS
temperature: 300 K
acceptor density: 1.0e+16 cm^-3
intrinsic density: 1.0e+10 cm^-3
relative permittivity Si: 11.7
relative permittivity oxide: 3.9
oxide thickness: 20 nm
fixed-charge standard deviation: 2.0e+11 cm^-2
IDEAL CURVE
thermal voltage: 25.85 mV
oxide capacitance: 172.7 nF/cm^2
Debye length: 40.9 nm
flat-band C/Cox: 0.595
2 phi_F: 0.714 V
gate voltage at 2 phi_F: 0.996 V
steepest point, psi: 16.5 mV
C/Cox there: 0.545
dV0/dpsi there: 2.199
frozen-electron y*LD at v=31, ODE: 0.12994
same by finite differences: 0.12994
PATCHES WITHOUT INTERFACE STATES
standard deviation of local shift: 185.6 mV
false D at steepest point: 9.966e+11 cm^-2 eV^-1
same, slope formula: 9.967e+11
lowest false D, mid-depletion: -1.261e+11 cm^-2 eV^-1
  at psi: 0.310 V
highest false D, psi 0.6-0.8 V: 6.761e+11 cm^-2 eV^-1
  at psi: 0.738 V
false states in flat-band lobe: 1.440e+11 cm^-2
spread 5.0e+10 cm^-2: false D 9.877e+10 cm^-2 eV^-1
spread 1.0e+11 cm^-2: false D 3.405e+11 cm^-2 eV^-1
spread 2.0e+11 cm^-2: false D 9.966e+11 cm^-2 eV^-1
spread 4.0e+11 cm^-2: false D 2.484e+12 cm^-2 eV^-1
small-spread law, 3 mV, steepest: 4.427e+08 cm^-2 eV^-1
small-spread law, 3 mV, psi=0.3 V: -4.129e+07 cm^-2 eV^-1
high-low D at steepest point: 5.8e+05 cm^-2 eV^-1
high-low D at psi=0.5 V (false): 8.30e+10 cm^-2 eV^-1
PATCHES WITH UNIFORM REAL STATES
real D that hides negative part: 1.50e+11 cm^-2 eV^-1
lowest Terman D, psi 0 to 2 phi_F: 1.84e+10 cm^-2 eV^-1
Terman D at steepest point: 1.119e+12 cm^-2 eV^-1
high-low D at the same point: 1.690e+11 cm^-2 eV^-1
hf C/Cox, patches and twin: 0.5453
lf C/Cox, patches: 0.5756
lf C/Cox, uniform twin: 0.6911
largest hf mismatch of twin, C/Cox: 2.7e-09
no test failed
```
